\section*{Why hot-electron energy loss to intervalley phonons barely depends on temperature}

\section{The situation}

Near the drain of a silicon transistor the field can lift an electron to energies of the order of 1~eV above the conduction-band edge. The electron then moves between the valleys of the band by emitting and absorbing short-wavelength phonons of some tens of meV. If the lattice is heated from 300 to 600~K, these phonons become several times more numerous and the electron is scattered much more often. One might expect it to cool faster. In the model below its scattering rate rises by more than half, while its energy-loss rate changes by about two per cent, and downwards.

The scattering rate adds phonon absorption to phonon emission; the energy-loss rate subtracts one from the other. The lattice temperature feeds both processes almost equally, so its effect accumulates in the sum and nearly cancels in the difference. What survives is spontaneous emission, which needs no phonons to be present. The following sections derive each contribution and weigh it.

\section{Model and phonon weights}

An electron of kinetic energy $E$, measured from its valley minimum, scatters into $Z$ equivalent valleys. The phonon has a fixed energy $\hbar\omega$. ``Zeroth order'' means that the coupling $D$, an energy per unit displacement, does not depend on wavevector. The final states are taken as empty, the phonons as being in equilibrium at the lattice temperature $T$, and $D$, $\omega$ and the bands as independent of $T$.

The coupling energy is $D$ times the lattice displacement. In a crystal of volume $V$ and mass density $\rho$, one phonon mode contributes to the displacement the amplitude
\begin{equation}
\sqrt{\frac{\hbar}{2\rho V\omega}}\,
\left(a\,e^{i\mathbf q\cdot\mathbf r}+a^\dagger e^{-i\mathbf q\cdot\mathbf r}\right).
\end{equation}
For a mode holding $n$ phonons, $|\langle n-1|a|n\rangle|^2=n$ and $|\langle n+1|a^\dagger|n\rangle|^2=n+1$. In equilibrium the probability of $n$ phonons is $p_n=(1-r)r^n$ with $r=e^{-\hbar\omega/k_BT}$, so that
\begin{equation}
N\equiv\sum_n n\,p_n=(1-r)\,r\frac{d}{dr}\frac{1}{1-r}=\frac{r}{1-r}
=\frac{1}{e^{\hbar\omega/k_BT}-1}.
\end{equation}
The averaged weight is therefore $N$ for absorption and $N+1$ for emission. The part $N$ of the emission weight is stimulated emission; the part 1 is spontaneous emission.

\section{The two rates}

Let $g(E)$ be the density of states per unit volume, per valley and per spin. Scattering preserves the spin, so one spin direction counts. For each final wavevector, momentum conservation selects one phonon wavevector. Because the matrix element is the same for all of them, the sum over final states gives simply $ZVg$ at the final energy. The golden rule yields for absorption
\begin{equation}
W_{\rm abs}=\frac{2\pi}{\hbar}\,\frac{D^2\hbar}{2\rho V\omega}\,N\,ZV\,g(E+\hbar\omega)
=C\,N\,g_+,\qquad C=\frac{\pi D^2Z}{\rho\omega},
\end{equation}
and for emission, with the other weight and the lower final energy,
\begin{equation}
W_{\rm em}=C\,(N+1)\,g_-,\qquad g_\pm=g(E\pm\hbar\omega).
\end{equation}
If $E<\hbar\omega$ there is no state to emit into and $g_-=0$.

For an ellipsoidal valley with masses $m_l,m_t,m_t$, set $k_i=\sqrt{2m_i}\,w_i/\hbar$. The energy becomes $E=w^2$, and the volume element becomes $d^3k=(2m_d)^{3/2}\hbar^{-3}d^3w$ with $m_d=(m_lm_t^2)^{1/3}$. A shell has $d^3w=4\pi w^2dw=2\pi\sqrt E\,dE$. Division by $(2\pi)^3$ gives
\begin{equation}
g(E)=\frac{(2m_d)^{3/2}\sqrt E}{4\pi^2\hbar^3}.
\label{dos}
\end{equation}

\section{First contribution: spontaneous emission}

Each emission removes $\hbar\omega$ from the electron and each absorption returns it. The net loss rate is
\begin{equation}
P=\hbar\omega\,(W_{\rm em}-W_{\rm abs})
=\underbrace{C\hbar\omega\,g_-}_{\text{spontaneous}}
-\underbrace{C\hbar\omega\,N\,(g_+-g_-)}_{\text{absorption less stimulated emission}}.
\label{split}
\end{equation}
The first term does not contain $N$, and so does not depend on temperature. Its prefactor does not contain the phonon frequency either:
\begin{equation}
C\hbar\omega=\frac{\pi D^2Z}{\rho\omega}\,\hbar\omega=\frac{\pi\hbar D^2Z}{\rho}.
\end{equation}
A softer phonon carries away less energy per emission, but its larger zero-point displacement makes emission more frequent in the same proportion. At fixed $D$ the frequency enters the spontaneous loss through the final energy $E-\hbar\omega$ alone.

\section{Second contribution: the stimulated pair}

Absorption and stimulated emission both carry the factor $N$. They would cancel completely in $P$ if the densities of states at $E+\hbar\omega$ and $E-\hbar\omega$ were equal. A small imbalance remains because, in a parabolic valley, there are slightly more states above than below. Upward steps are then slightly favoured, and the stimulated pair returns a little energy to the electron. This is why, at fixed bands and coupling, a warmer lattice slows the cooling.

To compare sum and difference, define
\begin{equation}
S=\tfrac12(g_++g_-),\qquad \Delta=\tfrac12(g_+-g_-),\qquad g_\pm=S\pm\Delta .
\end{equation}
The total scattering rate is
\begin{align}
\Gamma&=W_{\rm abs}+W_{\rm em}=C\,[N(S+\Delta)+(N+1)(S-\Delta)]\nonumber\\
&=C\,[(2N+1)S-\Delta],
\label{gamma}
\end{align}
and the loss rate is
\begin{align}
P&=C\hbar\omega\,[(N+1)(S-\Delta)-N(S+\Delta)]\nonumber\\
&=C\hbar\omega\,[S-(2N+1)\Delta].
\label{power}
\end{align}
The same thermal factor $2N+1$ appears in both. In $\Gamma$ it multiplies the large quantity $S$, in $P$ the small quantity $\Delta$.

\section{How small is the remainder?}

For $\hbar\omega\ll E$ and a smooth density of states, a Taylor expansion gives
\begin{equation}
S=g+\tfrac12(\hbar\omega)^2g''+\dots,\qquad
\Delta=\hbar\omega\,g'+\dots,
\end{equation}
where the next term of $\Delta$ is of third order in $\hbar\omega$. Introduce the mean energy of the phonon oscillator, zero-point part included,
\begin{equation}
\bar\varepsilon=\hbar\omega\,(N+\tfrac12),\qquad (2N+1)\hbar\omega=2\bar\varepsilon .
\end{equation}
Dropping the curvature term of $S$, we find
\begin{equation}
P\simeq C\hbar\omega\,[\,g-2\bar\varepsilon\,g'\,],\qquad
\Gamma\simeq C\,[(2N+1)\,g-\hbar\omega\,g'\,].
\label{general}
\end{equation}
In a parabolic valley $g\propto\sqrt E$, hence $g'=g/(2E)$ and
\begin{equation}
P\simeq\frac{\pi\hbar D^2Z}{\rho}\,g(E)\left(1-\frac{\bar\varepsilon}{E}\right).
\label{main}
\end{equation}
The dropped term is $(\hbar\omega)^2g''/(2g)=-(\hbar\omega)^2/(8E^2)$, which is $-0.05\,\%$ for $\hbar\omega=60$~meV and $E=1$~eV.

Equation~(\ref{main}) makes the word ``energetic'' precise. The temperature enters through the ratio of one oscillator's mean energy to the electron's energy. When $k_BT\gg\hbar\omega$, $N+\tfrac12\to k_BT/\hbar\omega$ and the correction becomes $k_BT/E$. In the same limit $\Gamma$ grows in proportion to $T$. When $k_BT\ll\hbar\omega$, $N\to0$ and both rates become constant, since spontaneous emission alone is left.

To leading order the mean loss per collision is
\begin{equation}
\frac P\Gamma\simeq\frac{\hbar\omega\,g}{(2N+1)\,g}=\frac{\hbar\omega}{2N+1}.
\label{percoll}
\end{equation}
Heating makes collisions more frequent and, on average, less dissipative. The two changes compensate in the product $\Gamma\times(P/\Gamma)=P$.

\section{What the extra collisions do}

The additional collisions are not without effect. An upward step changes $E^2$ by $2E\hbar\omega+(\hbar\omega)^2$, a downward step by $-2E\hbar\omega+(\hbar\omega)^2$. Averaging over an ensemble of electrons,
\begin{equation}
\frac{d\langle E^2\rangle}{dt}=-2\langle EP\rangle+(\hbar\omega)^2\langle\Gamma\rangle,
\qquad
\frac{d\langle E\rangle^2}{dt}=-2\langle E\rangle\langle P\rangle .
\end{equation}
Subtraction gives the growth of the variance,
\begin{equation}
\frac{d\,{\rm var}(E)}{dt}=(\hbar\omega)^2\langle\Gamma\rangle
-2\left(\langle EP\rangle-\langle E\rangle\langle P\rangle\right).
\label{spread}
\end{equation}
For electrons that start at one sharp energy the last bracket is zero at first, and the variance grows at the rate $(\hbar\omega)^2\Gamma$. Here the rates add, because a step up and a step down both broaden the distribution. As long as the electrons remain energetic, the lattice temperature thus acts strongly on the spread of their energies and weakly on the mean.

The extra collisions also remove momentum. With a constant matrix element, final states at opposite wavevectors about the new valley minimum are equally likely, so the mean velocity after a collision is zero. Directed motion is lost at the rate $\Gamma$, which does depend on temperature. A temperature-insensitive energy loss therefore does not imply a temperature-insensitive current.

\section{Worked example}

Take $E=1$~eV, $\hbar\omega=60$~meV, $D=5\times10^8$~eV/cm, $Z=5$, $\rho=2.3$~g/cm$^3$, and masses $m_l=0.9$, $m_t=0.2$ in units of the electron mass, so that $m_d=0.330$. These are round numbers in the rough regime of silicon. Inserting Eq.~(\ref{dos}) into $Cg$ gives
\begin{equation}
C\,g(E)=\frac{D^2Z\,m_d^{3/2}\sqrt E}{\sqrt2\,\pi\rho\,\hbar^3\omega}=19.39~{\rm ps^{-1}},
\end{equation}
and $C\hbar\omega\,g=0.060\times19.39=1.16$~eV/ps.

At 300~K, $N=0.1089$. Since $g_\pm/g=\sqrt{1\pm0.06}$,
\begin{align}
W_{\rm abs}&=19.39\times0.1089\times\sqrt{1.06}=2.17~{\rm ps^{-1}},\nonumber\\
W_{\rm em}&=19.39\times1.1089\times\sqrt{0.94}=20.85~{\rm ps^{-1}}.
\end{align}
Their sum is $\Gamma=23.0$~ps$^{-1}$, and $P=0.060\times(20.85-2.17)=1.12$~eV/ps. Repeating this at the other temperatures gives:

\begin{center}
\begin{tabular}{rcccc}
$T$ (K) & $N$ & $\bar\varepsilon$ (meV) & $\Gamma$ (ps$^{-1}$) & $P$ (eV/ps)\\
77 & 0.0001 & 30.0 & 18.8 & 1.128\\
300 & 0.1089 & 36.5 & 23.0 & 1.121\\
600 & 0.4563 & 57.4 & 36.5 & 1.096
\end{tabular}
\end{center}

From 300 to 600~K the rate rises by 58.5\,\% and the loss falls by 2.2\,\%. As a test of the rates, final states were summed directly over wavevectors in the ellipsoidal valley, with a Gaussian of standard deviation 15~meV in place of the energy delta function. The sum agreed with Eqs.~(\ref{gamma}) and (\ref{power}) within 2 parts in $10^4$ at all three temperatures.

The separate powers show the cancellation. Spontaneous emission removes 1.128~eV/ps at every temperature. At 300~K stimulated emission removes a further 0.123~eV/ps and absorption returns 0.130. At 600~K these become 0.515 and 0.547~eV/ps. Each has grown about fourfold, but their difference is still only 0.032~eV/ps, or 3\,\% of the spontaneous loss. Over the same interval the mean loss per collision drops from 48.7 to 30.0~meV; the leading estimate~(\ref{percoll}) gives $60/1.218=49$ and $60/1.913=31$~meV.

Following the populations of energies spaced by $\hbar\omega$ for 0.3~ps, from a sharp start at 1~eV, gives mean energies of 0.695~eV at 300~K and 0.703~eV at 600~K. The standard deviations are 0.135 and 0.170~eV. At 300~K the initial growth rate alone would predict $0.060\sqrt{23.0\times0.3}=0.158$~eV. The computed spread is smaller for two reasons contained in Eq.~(\ref{spread}): $\Gamma$ falls as the electrons cool, and $P$ increases with $E$, so the fastest electrons lose energy soonest and the distribution is pulled together.

\section{Where the statement fails}

\subsection*{Low energy}

The correction $\bar\varepsilon/E$ grows as the electron cools. Between 300 and 600~K the loss changes by $-8.0\,\%$ at 0.3~eV and by $-39\,\%$ at 0.1~eV, where the expansion itself is poor. The loss vanishes at an energy $E^*$ where $(N+1)g_-=Ng_+$. In a parabolic valley, squaring this condition gives
\begin{align}
(N+1)^2(E^*-\hbar\omega)&=N^2(E^*+\hbar\omega),\nonumber\\
(2N+1)\,E^*&=\hbar\omega\,(2N^2+2N+1)
=\tfrac12\hbar\omega\,[(2N+1)^2+1].
\end{align}
Dividing by $2N+1=2\bar\varepsilon/\hbar\omega$,
\begin{equation}
E^*=\bar\varepsilon+\frac{(\hbar\omega)^2}{4\bar\varepsilon}.
\end{equation}
This is 61~meV at 300~K and 73~meV at 600~K. Below $E^*$ the electron gains energy on average.

Such a crossover is needed for equilibrium. If the population at energy $E$ is proportional to $g(E)e^{-E/k_BT}$, the upward flow between $E$ and $E+\hbar\omega$ is proportional to $g(E)e^{-E/k_BT}Ng(E+\hbar\omega)$. The downward flow is proportional to $g(E+\hbar\omega)e^{-(E+\hbar\omega)/k_BT}(N+1)g(E)$. They are equal because $N=(N+1)e^{-\hbar\omega/k_BT}$. Absorption and stimulated emission, which nearly cancel in the loss at 1~eV, are indispensable for bringing the electron to the lattice temperature.

\subsection*{Other densities of states}

For a general band with smooth $g$, Eq.~(\ref{general}) shows that the loss is insensitive to temperature if $2\bar\varepsilon\,|g'/g|\ll1$. A large $E$ does not suffice if $g$ varies steeply. The change of the loss on heating has the sign opposite to that of $g'$. Multiplying the parabolic $g$ by $\sqrt{1-E/W}$ with $W=1.5$~eV gives
\begin{equation}
\frac{g'}{g}=\frac12\left(\frac1E-\frac1{W-E}\right)=-0.5~{\rm eV^{-1}}
\quad\text{at }E=1~{\rm eV}.
\end{equation}
Downward steps are now favoured, and the loss rises by 2.0\,\% from 300 to 600~K.

\section{The model beside real silicon}

Silicon has six equivalent valleys, so an electron can reach five others, as assumed. It has several intervalley phonon branches, which the single 60~meV phonon replaces. Independent branches add their rates and their losses. At fixed $D$ a 30~meV phonon would give nearly the same loss at 300~K, larger by 0.9\,\%.

Of the simplifications sized here, the parabolic band alters the absolute loss most. In a simple nonparabolic model, with $E(1+\alpha E)$ in place of $E$ in the relation between energy and wavevector, $g$ is multiplied by $\sqrt{1+\alpha E}\,(1+2\alpha E)$. For a rough value $\alpha=0.5$~eV$^{-1}$ the loss at 1~eV and 300~K is 2.3 times the parabolic one. Its change from 300 to 600~K becomes $-5.3\,\%$, because $g$ rises more steeply. Near 1~eV silicon also has further valleys and band structure that this form omits, so the calculated 1.1~eV/ps is a model value and not a prediction.

Acoustic phonons, with a rough deformation potential of 9~eV, a sound speed of 9000~m/s and linear dispersion, add 11.8~ps$^{-1}$ to the rate at 300~K but only 0.123~eV/ps to the loss if the valley is replaced by a sphere of mass $m_d$. This loss is weighted by the square of the phonon wavevector and so depends on the masses by direction; in the ellipsoidal valley it is 0.16~eV/ps. The wavevectors there reach about 0.8 of $2\pi/a$, with $a$ the lattice constant, where linear dispersion is poor, so these figures are rough. Their absorption and emission carry the same weights $N$ and $N+1$, and a similar cancellation occurs. While their rate nearly doubles, their net loss falls by about 5\,\% at 600~K, to 0.117~eV/ps for the spherical valley. With them included, the rate rises by 69\,\% and the loss falls by 2.5\,\%. A phonon softened by 2\,\% at 600~K, with $D$ held fixed, alters the loss by 0.03\,\%. The masses and the coupling matter more, since $P\propto D^2m_l^{1/2}m_t$: a rise of 2.2\,\% in $m_t$, or of 1.1\,\% in $D$, between 300 and 600~K would cancel the computed fall. If $m_t$ scaled inversely with the gap, it would rise by about 9\,\% and the loss would rise by about 7\,\%. The sign and size of the two-per-cent change therefore belong to the model with fixed bands. What carries over to silicon is that the phonon occupation affects the loss far less than the rate. In a working device the phonons may themselves be driven out of equilibrium. If $N$ stays uniform over the modes involved, Eq.~(\ref{power}) still holds with the actual $N$, and the loss is insensitive to that heating too while $(2N+1)\Delta\ll S$.

Blocking by occupied final states is negligible here: for $10^{18}$ electrons per cm$^3$ at an electron temperature of 2000~K, the occupation is about $10^{-5}$. Two limits are closer. At 300~K the electron is 0.1~eV below the gap of about 1.1~eV, the least energy at which it could create an electron--hole pair, and two net absorptions would bring it roughly level with that threshold. At 600~K the gap of silicon has shrunk to about 1.03~eV, and a single absorption carries the electron past it. Above threshold that process is a separate loss channel. The collision broadening $\hbar\Gamma$ is 24~meV at 600~K, and the larger nonparabolic density of states would raise it to a size comparable with $\hbar\omega$. Individual phonon steps are then no longer sharply resolved. One may expect the cancellation to survive where $g$ is smooth over the broadened range, but this is a conjecture that the golden-rule calculation cannot settle.

The numerical output below lists the values for all three temperatures.

\section*{Table of computed values}
\begin{verbatim}
Electron 1.0 eV; phonon 60 meV; D 5.0e+08 eV/cm; Z 5
Density 2.3 g/cm3; ml 0.9, mt 0.2, md 0.330 m_e
C*g(E) = 19.39 1/ps
C*hw*g(E) = 1.164 eV/ps
T = 77 K: N = 0.0001, ebar = 30.0 meV
  absorption 0.002, emission 18.805 1/ps
  total rate 18.81 1/ps, net loss 1.128 eV/ps
  spontaneous loss 1.128 eV/ps
  stimulated loss 0.0001 eV/ps
  absorbed power 0.0001 eV/ps
  mean loss per collision 60.0 meV
  after 0.3 ps: mean 0.693, spread 0.122 eV
T = 300 K: N = 0.1089, ebar = 36.5 meV
  absorption 2.174, emission 20.850 1/ps
  total rate 23.02 1/ps, net loss 1.121 eV/ps
  spontaneous loss 1.128 eV/ps
  stimulated loss 0.1228 eV/ps
  absorbed power 0.1304 eV/ps
  mean loss per collision 48.7 meV
  after 0.3 ps: mean 0.695, spread 0.135 eV
T = 600 K: N = 0.4563, ebar = 57.4 meV
  absorption 9.112, emission 27.384 1/ps
  total rate 36.50 1/ps, net loss 1.096 eV/ps
  spontaneous loss 1.128 eV/ps
  stimulated loss 0.5148 eV/ps
  absorbed power 0.5467 eV/ps
  mean loss per collision 30.0 meV
  after 0.3 ps: mean 0.703, spread 0.170 eV
Changes from 300 to 600 K (total rate, net loss):
  E = 0.1 eV: +78.6 %, -39.0 %
  E = 0.3 eV: +62.2 %, -8.0 %
  E = 1.0 eV: +58.5 %, -2.2 %
Zero net loss at 300 K: E* = 61.2 meV
Zero net loss at 600 K: E* = 73.1 meV
Loss ratio, 30 meV to 60 meV phonon, 300 K: 1.0085
Falling-DOS model (width 1.5 eV), loss change: +2.0 %
Neglected effects, sized for the example:
  nonparabolicity 0.5 1/eV: loss change -5.3 %
  nonparabolic/parabolic loss at 300 K: 2.33
  acoustic inputs: 9 eV, 9000 m/s
  acoustic 300 K: 11.81 1/ps, 0.123 eV/ps
  acoustic 600 K: 22.51 1/ps, 0.117 eV/ps
  with acoustic: rate +69.4 %, loss -2.5 % (300-600 K)
  2 % softer phonon at 600 K: loss +0.025 %
  broadening hbar*rate at 600 K: 24.0 meV
  final-state occupation (1e18 cm-3, 2000 K): 8.7e-06
  margin below 1.1 eV ionization minimum: 0.1 eV
\end{verbatim}
